Spin-orbit coupling of p1/2 states: scalar bases versus j-dependent pseudopotentials

## 1. A special case: the last stretch before a point nucleus

Take one electron very close to a point nucleus of charge Z, where the potential is V = −Z/r and everything else is negligible. Hartree atomic units are used, c is the speed of light, and E is measured from the rest energy. With P = r g for the large component and Q = r f for the small one, the radial Dirac equations are

P' + κP/r = [2c + (E − V)/c] Q

Q' − κQ/r = −[(E − V)/c] P

For p1/2 the quantum number κ is 1, and for p3/2 it is −2. As r → 0, both brackets are dominated by −V/c = Z/(cr). Insert P = a r^s and Q = b r^s:

(s + κ) a = (Z/c) b

(s − κ) b = −(Z/c) a

Multiplying the two equations and cancelling ab gives s² − κ² = −Z²/c². The solution with the positive root is the regular one:

s = √(κ² − Z²/c²)

For p1/2 this is slightly below 1, so g = P/r ∝ r^(s−1) diverges weakly. For p3/2 it is slightly below 2, and g vanishes. The first equation also gives b/a = (1 + s)c/Z for p1/2. At Z = 80, where Z/c = 0.584 and s = 0.812, this is 3.1: the "small" component exceeds the large one. It has orbital angular momentum zero, so no centrifugal barrier keeps it from the nucleus.

The exponent is real for Z < c in p1/2 and for Z < 2c in p3/2. The power law holds where −V is much larger than 2c², that is, for r well below Z/(2c²), which is 0.0021 bohr at Z = 80. As c → ∞ this region shrinks to nothing, and outside it, as long as r is well below 1/Z, the nonrelativistic P ∝ r² takes over.

The question is what happens when such a function must be built from scalar-relativistic ones, which know nothing of j.

## 2. Separating spin-orbit coupling from the rest

Define M = 1 + (E − V)/(2c²). The first Dirac equation gives cQ = (P' + κP/r)/(2M). Multiply the second by −c and move V to the left:

−(cQ)' + κ(cQ)/r + VP = EP

Now multiply by P and integrate. Integration by parts turns −∫P(cQ)' dr into ∫P'(cQ) dr, because PQ vanishes at both ends. Hence

∫ [ (P' + κP/r)²/(2M) + VP² ] dr = E ∫ P² dr

From here on E is set to zero inside M, which is the zeroth-order regular approximation. The operator then does not depend on its own eigenvalue. In the example below this shifts the 6p1/2 level by 0.01 mHa relative to the full Dirac energy.

Expand the square. Its cross term is κ(P²)'/(2Mr), and a second integration by parts moves the derivative onto 1/(2Mr). With M' = −V'/(2c²),

−κ [1/(2Mr)]' = κ/(2Mr²) − κξ, where ξ = V'/(4M²c²r)

The first piece joins κ²/(2Mr²) from the square. Since κ(κ + 1) = 2 for both p states, the sum is the usual centrifugal term 1/(Mr²). In the second piece write −κ = 1 − (κ + 1) = 1 + σ·L, because σ·L = −(κ + 1). The energy form becomes

∫ [ P'²/(2M) + P²/(Mr²) + ξP² + VP² ] dr + σ·L ∫ ξP² dr

The first integral is the scalar-relativistic energy, including a Darwin-like term ξ. The second is spin-orbit coupling, with σ·L = −2 for p1/2 and +1 for p3/2. Weighted with the degeneracies 2 and 4, these values average to zero.

## 3. Weighing the terms at the nucleus

Near the nucleus M ≈ Z/(2c²r), so 1/(2M) = c²r/Z. Also V' = Z/r², which gives

ξ = (Z/r²) · (4c⁴r²/Z²) / (4c²r) = c²/(Zr)

With x = ln r one has dr = r dx and P' = P_x/r. Every term then has the same scale:

(c²/Z) ∫ [ P_x² + (2 + 1 + σ·L − Z²/c²) P² ] dx

The 2 is centrifugal, the 1 is Darwin-like, and −Z²/c² = −0.341 is the potential at Z = 80. Spin-orbit coupling contributes −2 or +1. The energy term carries an extra factor r and drops out. The stationary solution obeys P_xx = (3 + σ·L − Z²/c²)P, so P = r^s with

scalar: s = √(3 − 0.341) = 1.631

p1/2: s = √(1 − 0.341) = 0.812

p3/2: s = √(4 − 0.341) = 1.913

The two j values reproduce Section 1. Spin-orbit coupling is not a small correction here: for p1/2 it cancels the centrifugal term, and it scales with r as the kinetic term does. It therefore changes the exponent. Between r = 10⁻⁴ and 10⁻⁶ bohr, g grows by a factor 2.3 for p1/2, while it falls to 0.055 of its value for the scalar function.

## 4. What second variation can and cannot do

Second variation first solves the scalar problem, with levels E_i and functions φ_i, and then diagonalizes

H_ij = E_i δ_ij + σ·L ∫ φ_i ξ φ_j dr

in the lowest n of them. Each φ_i behaves as r^1.63 at the nucleus, and every finite sum vanishes at least as fast. The p1/2 shape is thus out of reach for any finite n.

This does not mean that the p1/2 state is absent. By the min-max principle, the k-th level in a subspace lies at or above the k-th true level, and enlarging the subspace can lower it but not raise it. The error also tends to zero as n → ∞. Near the nucleus the scalar and p1/2 forms differ only in the positive coefficient of P², 2.659 against 0.659, so each is bounded by a constant times the other. Farther out ξ is bounded. Functions that are complete in the scalar energy norm are then complete in the p1/2 energy norm. What remains is a question of speed.

The example uses round model parameters: Z = 80, a hard wall at 15 bohr, and

V = −[1 + 79/(1 + 3r)²]/r

The valence level is 6p. Its scalar energy is −0.2373 Ha, and direct solution for each j gives −0.2676 Ha for p1/2 and −0.2271 Ha for p3/2. Spin-orbit coupling thus lowers p1/2 by 30.3 mHa and raises p3/2 by 10.2 mHa. First-order perturbation theory would give a ratio of 2 to 1; the actual ratio is 3 to 1, so the response of the wave function matters.

Errors of second variation, relative to direct solution:

n = 5, top level −0.24 Ha: 6p1/2 14.6 mHa, 6p3/2 4.3 mHa
n = 25, top level 10.7 Ha: 6p1/2 11.3 mHa, 6p3/2 2.2 mHa
n = 80, top level 135 Ha: 6p1/2 8.7 mHa, 6p3/2 1.3 mHa

The set includes the scalar 2p to 5p core states, and this matters. Coupling to them raises 6p1/2, while coupling to higher states lowers it. If the core states are left out, the lowest level is no longer bounded from below by the true 6p1/2 level. It is then 7.6 mHa too high with 6p alone, 0.1 mHa too high with 21 states from 6p upward, and 3.8 mHa too low with 46. The small error at 21 states is a crossing, not convergence.

With the core states included, at n = 25 the method still misses 11.3 of the 30.3 mHa, or 37 per cent of the p1/2 shift. Raising the top level by a factor of about 13 removes less than a quarter of that error. The p3/2 level suffers from the same defect, since its inner shape also differs from the scalar one, but to a smaller degree.

An estimate shows why convergence is slow. Half of the spin-orbit energy of 6p1/2 comes from inside 0.012 bohr. To reshape a wave on that length, a basis needs levels of order 1/(2r²) = 1/(2 × 0.012²), roughly 3500 Ha. The highest level used lies far below this. The figure is a scale, not a threshold for convergence: the half of the spin-orbit energy that lies inside 0.012 bohr involves shorter lengths, which call for still higher levels. With 400 scalar states, whose top level is 3500 Ha, the 6p1/2 error is still 4.5 mHa.

For light atoms the difficulty fades. The inner part of a p orbital has length 1/Z, where the kinetic scale is Z²/2 and ξ is about Z⁴/(4c²). Their ratio, Z²/(2c²), measures how strongly the wave responds. It is 0.17 at Z = 80, doubled by |σ·L| = 2, and it vanishes as Z²/c² for small Z.

## 5. Isolating the singularity

The divergence of g belongs to the point nucleus. Spread the charge uniformly over a sphere, and V and M stay finite at the centre. The nuclear part of V' vanishes linearly there, so its ξ is finite. The screening term of the model keeps a finite slope and adds only a ξ proportional to 1/r, which is weaker than 1/r². The centrifugal term then wins, s(s − 1) = 2, and P ∝ r² for both j. The p1/2 large component is now regular.

With a nuclear radius of 10⁻⁴ bohr, the 6p1/2 error at n = 25 is 11.28 mHa instead of 11.29 mHa. The literal singularity therefore contributes almost nothing. The cost comes from the different shape over the surrounding hundredth of a bohr, of which the singularity is the limiting sign.

The consequences reach farther out. The part of 6p1/2 outside the 25 scalar states has a norm of only 2.0 × 10⁻⁴, yet half of it lies beyond 0.34 bohr, whereas 90 per cent of the spin-orbit energy comes from inside 0.030 bohr. Projecting the p1/2 equation on φ_i gives the coefficient of φ_i in the 6p1/2 function ψ as 2∫φ_i ξ ψ dr/(E_i − E). The missing part is the sum of these terms over the scalar states above 10.7 Ha. Its source lies near the nucleus, but those states extend over the whole atom, so the sum need not be confined to the spin-orbit region.

## 6. Isolating the missing shape

If shape is the cause, one function with the p1/2 inner shape should cure the error, and one more function with the scalar shape should not. Take the 7p1/2 orbital and multiply it by (1 − (r/R)⁴)³ inside R, with zero outside. Its energy differs from that of 6p1/2 by 0.2 Ha, which is negligible against |V| in the deep core, so the inner shapes agree up to a factor. Augmented-wave methods add a function of this kind under the name p1/2 local orbital, but confine it differently: they combine the p1/2 function with scalar radial functions so that the sum vanishes at the sphere radius, instead of multiplying it by a cut-off factor.

Errors of 6p1/2 with 25 scalar states and one added function:

none: 11.3 mHa
7p1/2 shape, R = 5 bohr: 0.018 mHa
scalar 7p shape, R = 5 bohr: 11.3 mHa
7p1/2 shape, R = 2.5 bohr: 2.4 mHa

The scalar function brings almost nothing. The uncut scalar 7p orbital is already one of the 25 states, so this control shows only that the cut-off by itself does not help. A 7p3/2 function cut off at 5 bohr does help, though less than the p1/2 one. It departs from the scalar shape in the opposite sense, so the diagonalization can combine it with scalar functions to approximate the p1/2 shape. With R = 5 bohr the p1/2 shape reduces the error about 600-fold, but the gain depends strongly on R: it is about five-fold at 2.5 bohr, and a cut-off (1 − r²)³ at 1 bohr leaves 3.6 mHa.

The last line shows a limit of the multiplicative cut-off. Call the cut-off factor C(r), and let χ be the 7p1/2 function, with energy E₇, scaled to match the 6p1/2 function ψ in the deep core. The scalar states must then supply h = ψ − Cχ. Where C varies appreciably M ≈ 1, and since (H − E)ψ = 0 and (H − E₇)χ = 0,

(H − E)h = C'χ' + C''χ/2 − (E₇ − E)Cχ

Because h nearly vanishes in the spin-orbit region, ξh may be neglected, and projecting on φ_i shows that its coefficient in h is the overlap of φ_i with the right-hand side, divided by E_i − E. For levels above 10.7 Ha the last term gives less than 0.02 times the overlap of φ_i with Cχ, since E₇ − E is 0.2 Ha. The other two terms grow as the cut-off is made steeper. A rapid cut-off has large overlaps with high levels, which 25 states do not include. If this is the reason, more scalar states should now help quickly. With 50 states and R = 2.5 bohr the error is 0.054 mHa, whereas without the added function 50 states leave 9.8 mHa.

The large loss at small R thus belongs to the product form, not to the cure itself. Confine the function as a local orbital instead: add to 7p1/2 the multiples of the scalar 6p and 7p functions that make value and slope vanish at R, and set the sum to zero outside. With 25 scalar states the 6p1/2 error is then 0.018 mHa at R = 2.5 bohr and 0.22 mHa at R = 1 bohr.

## 7. Removing the nuclear shape: one pseudopotential for each j

A pseudopotential takes the other route. It does not represent the inner wave but replaces it, separately for j = 1/2 and j = 3/2. Inside a core radius r_c = 2.5 bohr, choose

P = r² exp[p(t)], t = r²

and require that it solve the nonrelativistic radial equation −P''/2 + P/r² + V_j P = εP at the all-electron energy ε. From P'/P = 2/r + p' follows

P''/P = (P'/P)' + (P'/P)² = 2/r² + 4p'/r + p'² + p''

so V_j = ε + 2p'/r + p'²/2 + p''/2. With p' = 2r p_t and p'' = 2p_t + 4t p_tt this becomes

V_j = ε + 5p_t + 2t (p_tt + p_t²)

This is finite at the origin for both j. The polynomial p contains powers of t − r_c² up to the fourth. The first four coefficients fix the value and slope of P and make V_j and its slope continuous at r_c. The term a(t − r_c²)⁴ disturbs none of these, and the norm inside r_c grows steadily with a, from zero to infinity. One value of a therefore reproduces the all-electron norm. The core radius must lie outside the last node. Otherwise the pseudo-orbital would keep a node beyond r_c and would not be the lowest state of its potential. Here the last nodes lie at 1.34 bohr for p1/2 and 1.50 bohr for p3/2.

The norm matters because it controls the energy dependence. Differentiate the radial equation with respect to ε, writing Ṗ for ∂P/∂ε: −Ṗ''/2 + (1/r² + V_j − ε)Ṗ = P. Multiply by P, subtract Ṗ times the original equation, and integrate to r_c:

∫₀^(r_c) P² dr = −(PṖ' − ṖP')/2 = −(P²/2) ∂(P'/P)/∂ε at r_c

The all-electron equation gives the same relation with 1/(2M) in place of 1/2, and at r_c M differs from 1 by about 2 × 10⁻⁵. Equal norms thus give equal logarithmic derivatives to first order in energy, apart from that small difference. The 7p levels, which were not used in the construction, test this: the pseudopotentials miss them by 0.14 mHa for p1/2 and 0.26 mHa for p3/2. Agreement to first order does not guarantee this result. With r_c = 3 bohr the same construction misses by 0.12 and 0.13 mHa, but with r_c = 2 bohr, still outside both nodes, it misses by 0.75 and 66 mHa.

## 8. Where spin-orbit coupling has gone

Write V_j = V_avg + σ·L V_so. Inserting σ·L = −2 and +1 and solving gives

V_avg = (V_1/2 + 2V_3/2)/3, V_so = (V_3/2 − V_1/2)/3

Both parts are finite. At the nucleus, the term proportional to 1/r that changed the exponent is gone, and both pseudo-orbitals start as r². The information about j now sits in the potential inside r_c. The two pseudo-orbitals still differ there, with norms of 0.21 for p1/2 and 0.13 for p3/2 inside r_c, but no longer in the power of r with which they start.

The potentials at the origin are −0.47 Ha for p1/2 and −5.08 Ha for p3/2, although p1/2 is more strongly bound. There is no contradiction. The two potentials agree outside r_c, and if V_1/2 were nowhere below V_3/2, its lowest level could not be lower. It must therefore be the more attractive one elsewhere inside r_c. The value at one point, where P vanishes, does not measure binding, and it depends on the construction: with r_c = 3 bohr the two values are 0.73 and 0.48 Ha.

One set of spherical waves r j₁(kr), with zeros at the wall, now serves both states. To come within 0.1 mHa of the 90-wave result, p1/2 needs 19 waves and p3/2 needs 21. No function is added for p1/2. The spin degree of freedom remains, however: in a molecule or solid the orbitals are two-component spinors, each component expanded in the same spatial basis.

Second variation can also be repeated with the pseudopotentials, using the lowest eigenstates of V_avg. Counting states from 6p upward, the 6p1/2 errors relative to direct solution in each case are

1 state: all-electron 14.6 mHa, pseudo 7.7 mHa
6 states: all-electron 13.2 mHa, pseudo 5.2 mHa
21 states: all-electron 11.3 mHa, pseudo 0.09 mHa
46 states: all-electron 9.8 mHa, pseudo 0.0003 mHa

The all-electron sets also contain the four scalar core states, which have no counterpart in the pseudopotential sets. They account for about half of the 14.6 mHa in the first row: the scalar 6p function alone gives 7.6 mHa, close to the pseudo value at this core radius. That closeness is accidental, because the pseudo column depends on r_c: it reads 4.1, 0.68, 0.0015 and below 0.0001 mHa for r_c = 3 bohr, and 18.3, 16.6, 3.3 and 0.018 mHa for r_c = 2 bohr.

The first two rows carry a warning. Smooth potentials do not make a very small second-variational set accurate, because the orbital must still respond to V_so inside r_c. What changes is the length to be resolved: a fraction of r_c instead of a hundredth of a bohr. Diagonalizing the full spinor Hamiltonian in the wave basis avoids this truncation altogether.

## 9. The balance for the 6p splitting

The direct splitting is 40.6 mHa, or 1.10 eV. All-electron second variation with 25 states, core states included, places p1/2 too high by 11.3 mHa and p3/2 too high by 2.2 mHa. The errors partly cancel in the difference:

40.6 − 11.3 + 2.2 = 31.5 mHa, or 0.86 eV

This is 22 per cent too small. The j-dependent pseudopotentials return 40.6 mHa. That agreement was built in at the reference energies, up to small relativistic terms outside r_c; the independent evidence is the 7p levels.

The price is paid inside r_c. The pseudo-orbital has neither the nodes nor the nuclear shape of the true one, so quantities that depend on the wave near the nucleus cannot be read from it directly. The 5p states have been removed with the core. If they take part in bonding, they must be treated as valence states, with pseudopotentials built for them. For second variation 5p1/2 is the harder case in absolute terms: with 25 scalar states its error is 131 mHa, out of a shift of 359 mHa. That is again 37 per cent, as expected if 5p and 6p share one inner shape and differ there mainly in amplitude.

Most of these values are listed with more digits in the numerical output that follows.

Table of computed values

```
bare nucleus 2p kappa=+1: -904.84778 Ha, closed form -904.84778 Ha
bare nucleus 2p kappa=-2: -817.80750 Ha, closed form -817.80750 Ha
model: Z = 80, c = 137.0360, Z/c = 0.5838, screening 3.0 1/bohr
wall 15.0 bohr, core radius 2.5 bohr
6p scalar -0.237328, p1/2 -0.267646, p3/2 -0.227081 Ha
5p scalar -1.99863, p1/2 -2.35790, p3/2 -1.87596 Ha
6p1/2 full Dirac -0.267635 Ha (ZORA off by -1.1e-05 Ha)
p1/2 exponent of P: 0.8122, formula 0.8119; g(1e-6)/g(1e-4) = 2.3183
p3/2 exponent of P: 1.9129, formula 1.9129; g(1e-6)/g(1e-4) = 0.0150
scalar exponent of P: 1.6307, formula 1.6307; g(1e-6)/g(1e-4) = 0.0546
6p1/2 spin-orbit energy: 50% inside 0.0121 bohr, 90% inside 0.0304 bohr
second variation, all-electron; errors in mHa
 n  top level/Ha  6p1/2    6p3/2    5p1/2
 5     -0.237    14.6194   4.3208   150.131
10      0.724    13.2025   3.1861   146.444
25     10.687    11.2890   2.1915   131.285
50     50.207     9.8026   1.6263   114.974
80    134.552     8.7195   1.2903   102.454
norm of 6p1/2 outside the 25 scalar states: 2.01e-04
half of that missing norm lies inside 0.3412 bohr
6p1/2 error in mHa, 25 scalar states plus one confined function:
  to 5.0 bohr: 7p1/2 shape 0.0183, scalar 7p 11.2606
  to 2.5 bohr: 7p1/2 shape 2.3646, scalar 7p 11.0150
  to 1.0 bohr: 7p1/2 shape 3.6382, 5p1/2 shape 3.3928
  50 scalar states, 7p1/2 shape to 2.5 bohr: 0.0540
nucleus of radius 1e-04 bohr: 6p1/2 error 11.2788 mHa, n = 25
outermost node: p1/2 1.342, p3/2 1.501 bohr
norm inside core radius: p1/2 0.2115, p3/2 0.1329
pseudopotential at origin: p1/2 -0.4743, p3/2 -5.0767 Ha
pseudo 6p1/2 -0.267643 Ha; 19 waves (k <= 4.083 1/bohr) for 0.1 mHa
pseudo 7p1/2 -0.072603 Ha, all-electron -0.072463 Ha
pseudo 6p3/2 -0.227080 Ha; 21 waves (k <= 4.502 1/bohr) for 0.1 mHa
pseudo 7p3/2 -0.063478 Ha, all-electron -0.063217 Ha
second variation of 6p1/2, states from 6p upward; errors in mHa
 n   all-electron   pseudo
 1      14.6194     7.719544
 6      13.2025     5.213050
21      11.2890     0.089848
46       9.8026     0.000301
76       8.7195     0.000005
6p splitting, direct: 40.565 mHa = 1.1038 eV
6p splitting, second variation n=25: 31.468 mHa = 0.8563 eV
6p splitting, j-dependent pseudo: 40.563 mHa = 1.1038 eV
```
